# Spin Projection of Broken-Symmetry Oxygen: The Open-Shell Singlet Energy

Dioxygen has two electrons in a degenerate pair of antibonding $\pi^*$ orbitals, and its ground state is a triplet. A calculation with equal numbers of up and down electrons can place one electron of each spin in the two orbitals. The resulting single determinant is called a broken-symmetry determinant. This problem asks what its energy says about a true singlet.

Let $x$ and $y$ be the two real, orthonormal $\pi^*$ orbitals, and let $|c\rangle$ be a closed-shell core in which every occupied orbital holds two electrons. Until part (f), all states share the same core and the same $x$ and $y$. The Hamiltonian $H$ is real and contains no spin operators. Spin is measured in units of $\hbar$. With creation operators $x_\uparrow^\dagger$ and so on, define

$$|B\rangle=x_\uparrow^\dagger y_\downarrow^\dagger|c\rangle,\qquad |B'\rangle=y_\uparrow^\dagger x_\downarrow^\dagger|c\rangle,\qquad |T_1\rangle=x_\uparrow^\dagger y_\uparrow^\dagger|c\rangle .$$

Their energies are expectation values of $H$; $E_B$ belongs to $|B\rangle$ and $E_T$ to $|T_1\rangle$.

## (a) Which spin states does the determinant contain?

**Find the action of $S^2$ on $|B\rangle$ and $|B'\rangle$, the spin eigenstates they form, and $\langle S^2\rangle$ for $|B\rangle$.**

Use $S^2=S_-S_++S_z(S_z+1)$. Both determinants have $S_z=0$, so only $S_-S_+$ acts. The raising operator $S_+=\sum_p p_\uparrow^\dagger p_\downarrow$ turns a down electron into an up electron in the same orbital:

$$[S_+,p_\downarrow^\dagger]=p_\uparrow^\dagger,\qquad [S_+,p_\uparrow^\dagger]=0 .$$

It gives zero on the core, where the up place is already filled. Therefore

$$S_+|B\rangle=x_\uparrow^\dagger y_\uparrow^\dagger|c\rangle=|T_1\rangle,\qquad
S_+|B'\rangle=y_\uparrow^\dagger x_\uparrow^\dagger|c\rangle=-|T_1\rangle .$$

The minus sign comes from exchanging two creation operators. The lowering operator acts in the same way with the spins reversed:

$$S_-|T_1\rangle=x_\downarrow^\dagger y_\uparrow^\dagger|c\rangle+x_\uparrow^\dagger y_\downarrow^\dagger|c\rangle=-|B'\rangle+|B\rangle .$$

Combining the two steps,

$$S^2|B\rangle=|B\rangle-|B'\rangle,\qquad S^2|B'\rangle=-|B\rangle+|B'\rangle .$$

The sum of these equations is zero, and their difference is $2(|B\rangle-|B'\rangle)$. The normalized eigenstates are thus

$$|S\rangle=\frac{|B\rangle+|B'\rangle}{\sqrt2}\ \ (S=0),\qquad
|T_0\rangle=\frac{|B\rangle-|B'\rangle}{\sqrt2}\ \ (S=1).$$

Adding them gives $|B\rangle=(|S\rangle+|T_0\rangle)/\sqrt2$. Half the weight is singlet and half is triplet, so

$$\langle S^2\rangle_B=\tfrac12\cdot0+\tfrac12\cdot2=1 .$$

The value one is not the value of any spin eigenstate. Here it signals an equal mixture.

## (b) What is the singlet energy?

**Express $E_S=\langle S|H|S\rangle$ through the energies of the two single determinants $|B\rangle$ and $|T_1\rangle$.**

Insert the expansion of $|B\rangle$:

$$E_B=\tfrac12\left(E_S+\langle T_0|H|T_0\rangle\right)+\operatorname{Re}\langle S|H|T_0\rangle .$$

The cross term vanishes because $H$ commutes with $S^2$:

$$0=\langle S|S^2H-HS^2|T_0\rangle=(0-2)\langle S|H|T_0\rangle .$$

The other triplet term equals $E_T$. From part (a), $|T_0\rangle=S_-|T_1\rangle/\sqrt2$. Since $H$ also commutes with $S_\pm$,

$$\langle T_0|H|T_0\rangle=\tfrac12\langle T_1|HS_+S_-|T_1\rangle .$$

On $|T_1\rangle$, $S_+S_-=S^2-S_z^2+S_z=2-1+1=2$, so the right side is $E_T$. Hence $E_B=(E_S+E_T)/2$, or

$$\boxed{E_S=2E_B-E_T}$$

This is an identity for expectation values with common orbitals. It does not require $|S\rangle$ to be an eigenstate of $H$. With an approximate density functional, $E_B$ is not an expectation value of $H$ in the determinant, and the mixing rule $E_B=(E_S+E_T)/2$ becomes an additional assumption.

## (c) What sets the size of the gap?

**Find $E_S-E_T$ in terms of an orbital integral and evaluate it for a model $\pi$ shell.**

Reversing all spins gives $|B'\rangle$ the same energy as $|B\rangle$. The definitions of $|S\rangle$ and $|T_0\rangle$ then yield

$$E_S=E_B+\langle B|H|B'\rangle,\qquad E_T=E_B-\langle B|H|B'\rangle .$$

The two determinants differ in two spin orbitals: the up electron changes between $x$ and $y$, and the down electron changes between $y$ and $x$. Only the electron repulsion can connect them. In atomic units,

$$\langle B|H|B'\rangle=\iint\frac{x(1)y(1)\,x(2)y(2)}{r_{12}}\,d^3r_1d^3r_2\equiv K .$$

The term with the electrons exchanged vanishes because their spins differ. $K$ is the electrostatic repulsion of the distribution $xy$ with itself (twice its self-energy), so it is positive. Thus

$$E_B=E_T+K,\qquad E_S=E_T+2K .$$

The broken-symmetry energy lies halfway up the gap. Taking it for the singlet energy would halve the gap.

The model has the $\pi$ symmetry and filling of dioxygen but no $\sigma$ electrons: six electrons move around two fixed centres of charge 4, separated by 2.3 bohr. Each centre carries p-type Gaussians with exponents 2.0 and 0.5 bohr$^{-2}$ in the $x$ and $y$ directions. The constant repulsion of the centres is omitted. These are chosen parameters, and the results are not values for real oxygen.

With the spin-up orbitals of the model's triplet used for all states, the energies are $E_T=-13.983797$ and $E_B=-13.959616$ hartree. The formula gives

$$E_S=2(-13.959616)-(-13.983797)=-13.935435\ \text{hartree},$$

which agrees with the energy computed directly from the two-determinant state. The exchange integral is $K=0.658$ eV, and the gap is $2K=1.316$ eV.

## (d) Which oxygen singlet is this?

**Classify the singlets of the $\pi^*$ shell, and find what happens if the determinant is built from complex orbitals.**

Write $|ab\rangle=a_\uparrow^\dagger b_\downarrow^\dagger|c\rangle$, so that $|B\rangle=|xy\rangle$ and $|B'\rangle=|yx\rangle$. There are two further determinants, the closed shells $|xx\rangle$ and $|yy\rangle$, which are singlets. Take the core to be axially symmetric and rotate the shell by $45^\circ$:

$$x'=\frac{x+y}{\sqrt2},\qquad y'=\frac{-x+y}{\sqrt2}.$$

Multiplying out in the fixed spin order,

$$|x'y'\rangle=\tfrac12(-|xx\rangle+|xy\rangle-|yx\rangle+|yy\rangle),$$
$$|y'x'\rangle=\tfrac12(-|xx\rangle-|xy\rangle+|yx\rangle+|yy\rangle).$$

Their sum is $|yy\rangle-|xx\rangle$. The rotated open-shell singlet is therefore $(|yy\rangle-|xx\rangle)/\sqrt2$, and it has the same energy as $|S\rangle$. The two form the degenerate pair ${}^1\Delta_g$. The remaining combination, $|\Sigma\rangle=(|xx\rangle+|yy\rangle)/\sqrt2$, is unchanged by rotations and reflections through the axis, and is ${}^1\Sigma_g^+$.

Let $E_{xx}$ be the common energy of the two closed shells. They are coupled by the same integral $K$, so

$$E_\Delta=E_{xx}-K,\qquad E_\Sigma=E_{xx}+K .$$

Since $E_\Delta=E_S=E_T+2K$, it follows that $E_{xx}=E_T+3K$ and $E_\Sigma=E_T+4K$. In the model this places ${}^1\Sigma_g^+$ at $4\times0.658=2.632$ eV above the triplet.

Now use $\pi_\pm=(x\pm iy)/\sqrt2$ and put the up electron in $\pi_+$ and the down electron in $\pi_-$:

$$|\pi_+\pi_-\rangle=\tfrac12\left(|xx\rangle+|yy\rangle-i|xy\rangle+i|yx\rangle\right)
=\frac{|\Sigma\rangle-i|T_0\rangle}{\sqrt2}.$$

This is again an equal singlet-triplet mixture with $\langle S^2\rangle=1$, but its singlet is ${}^1\Sigma_g^+$. Its energy is $(E_\Sigma+E_T)/2=E_T+2K$, and twice this energy minus $E_T$ gives $E_\Sigma$. The value of $\langle S^2\rangle$ thus does not identify the spatial state. The orbitals must be inspected as well.

## (e) What if $\langle S^2\rangle$ differs from one?

**Correct the formula for unequal singlet and triplet weights. Apply it when the down electron occupies $\cos\theta\,y+\sin\theta\,x$.**

Suppose first that only singlet and triplet are present, with triplet weight $w$. Then $\langle S^2\rangle=2w$ and $E=(1-w)E_0+wE_T$, where $E_0$ is the energy of the normalized singlet part and the triplet part has energy $E_T$. Subtracting $E_T$ gives $E-E_T=(1-w)(E_0-E_T)$. With $w=\langle S^2\rangle/2$,

$$E_0=E_T+\frac{2(E-E_T)}{2-\langle S^2\rangle}.$$

At $\langle S^2\rangle=1$ this is the result of part (b). The simple formula gives a gap of $2(E-E_T)$, which is $2-\langle S^2\rangle$ times the weighted one. For $\langle S^2\rangle=1-\delta$, its error relative to the weighted gap is therefore $\delta$.

The tilted determinant is

$$|D\rangle=\cos\theta\,|xy\rangle+\sin\theta\,|xx\rangle .$$

Its triplet part comes from $|xy\rangle$ alone, so $w=\tfrac12\cos^2\theta$ and $\langle S^2\rangle=\cos^2\theta$. Under the reflection $y\to-y$, $|xy\rangle$ changes sign and $|xx\rangle$ does not, so $H$ does not connect them. With their energies $E_T+K$ and $E_T+3K$,

$$E_D-E_T=K\cos^2\theta+3K\sin^2\theta=K(1+2\sin^2\theta).$$

The tilt raises the energy, so $\theta=0$ is the minimum within this family. For $\sin^2\theta=0.1$, $\langle S^2\rangle=0.9$ and $E_D-E_T=1.2\times0.658=0.790$ eV. The two estimates of the gap are

$$2\times0.7896=1.579\ \text{eV},\qquad \frac{2\times0.7896}{1.1}=1.436\ \text{eV}.$$

Explicit spin projection of the determinant also gives 1.436 eV. This is still above the ${}^1\Delta_g$ value of 1.316 eV, because the singlet part now includes some $|xx\rangle$ beyond the open-shell singlet. Weight correction recovers the singlet contained in the determinant, which need not be an eigenstate.

A value near one does not by itself prove an equal mixture either. Take a determinant with two electron pairs in separate orbital spaces, where the up and down orbitals of each pair have a squared overlap of $1/2$. Its weights are $7/12$, $3/8$ and $1/24$ for $S=0$, $1$ and $2$, so $\langle S^2\rangle=2\cdot\tfrac38+6\cdot\tfrac1{24}=1$ although the singlet and triplet weights differ. The number has to be read together with the orbital occupation.

## (f) What changes when the orbitals relax?

**Let $|B\rangle$ and the triplet now come from separate unrestricted Hartree-Fock (UHF) calculations. Derive the error of $2E_B-E_T$ relative to the singlet projected from $|B\rangle$, and interpret it for the model.**

The up and down core orbitals can now differ, which admits higher spins. Let $w_s$ be the weight of spin $s$ in $|B\rangle$ and $E_s$ the energy of that normalized component. Since $H$ does not connect different spins,

$$E_B=\sum_s w_sE_s,\qquad \sum_s w_s=1 .$$

Subtract $E_0$ and double:

$$2E_B-2E_0=2w_1(E_1-E_0)+2\sum_{s\ge2}w_s(E_s-E_0).$$

Add $E_0-E_T=(E_1-E_T)-(E_1-E_0)$ to both sides:

$$2E_B-E_T-E_0=(E_1-E_T)+(2w_1-1)(E_1-E_0)+2\sum_{s\ge2}w_s(E_s-E_0).$$

The three terms are the mismatch between the triplet inside $|B\rangle$ and the separate UHF triplet, the unequal-weight error, and the higher-spin contamination.

Symmetry fixes part of this. A spin rotation by $180^\circ$ about a transverse axis multiplies an $S_z=0$ component by $(-1)^s$ and turns $|B\rangle$, up to a sign, into its spin-reversed partner. In the model solution, the up electrons occupy one more $x$ orbital than the down electrons, and the down electrons one more $y$ orbital. The reflection $y\to-y$ therefore gives the up and down sets opposite signs, and their determinants are orthogonal. The overlap of $|B\rangle$ with its partner vanishes:

$$\sum_s(-1)^sw_s=0 .$$

Even and odd spins thus carry weight one half each. With six electrons, $s\le3$, so $w_1=\tfrac12-w_3$ and

$$\langle S^2\rangle_B=2w_1+6w_2+12w_3=1+6w_2+10w_3 .$$

The excess over one measures higher spins here, not surplus triplet. The computed weights are $w_2=2.49\times10^{-4}$ and $w_3=3\times10^{-8}$, giving $\langle S^2\rangle_B=1.0015$.

The relaxed energies are $E_T=-13.989513$ and $E_B=-13.964696$ hartree, with $E_B-E_T=0.6753$ eV. The simple formula gives a gap of 1.351 eV, while the projected singlet lies 1.298 eV above the UHF triplet. The error of 0.053 eV, about 4% of the projected value, consists of

$$0.0186+0.0000+0.0345\approx0.053\ \text{eV}.$$

The last term is large for so small a weight. If it is assigned wholly to the quintet, whose weight is several thousand times that of the septet, then

$$E_2-E_0\approx\frac{0.0345}{2\times2.49\times10^{-4}}\approx69\ \text{eV}.$$

A quintet needs at least four singly occupied orbitals, so six electrons in a quintet need at least five orbitals in all. The $\pi$ and $\pi^*$ shells supply only four, so a higher orbital must be used. A small deviation of $\langle S^2\rangle$ from one therefore does not guarantee an equally small relative error in the gap. The value 1.298 eV compares a projected singlet with an unprojected triplet. The UHF triplet has $\langle S^2\rangle_T=2.0020$, so its own quintet weight is about $0.0020/4\approx5\times10^{-4}$. At about 69 eV, this raises it by about 0.035 eV. With both states projected, the gap is 1.333 eV and the simple formula is high by 0.018 eV, or 1.3%: the two quintet contaminations largely cancel in $2E_B-E_T-E_T$.

## (g) Does the Yamaguchi formula remove the error?

**Derive the formula by linear extrapolation in $\langle S^2\rangle$, and compare it with the projected and correlated results.**

Assume that the energy varies linearly with $\langle S^2\rangle$ through the broken-symmetry and triplet points. The slope is $(E_T-E_B)/(\langle S^2\rangle_T-\langle S^2\rangle_B)$. Extrapolation from the broken-symmetry point to zero gives

$$E_S\approx E_B+\frac{\langle S^2\rangle_B}{\langle S^2\rangle_T-\langle S^2\rangle_B}(E_B-E_T).$$

For $\langle S^2\rangle_B=1$ and $\langle S^2\rangle_T=2$ the fraction is one, and $2E_B-E_T$ returns. Subtracting $E_T$ gives the gap. For the model, with $\langle S^2\rangle_T=2.0020$,

$$E_S-E_T\approx0.6753\times\frac{2.0020}{2.0020-1.0015}\approx1.351\ \text{eV}.$$

This is practically the simple result and approaches neither the projected 1.298 eV nor the 1.333 eV obtained with the triplet projected as well. The formula interprets $\langle S^2\rangle$ through a straight line, whereas the excess over one comes here from a high-lying quintet. It also leaves the triplet mismatch of part (f) uncorrected.

Full configuration interaction in the same basis gives a gap of 0.980 eV between the triplet and the lowest singlet. It includes all correlation within this small basis, but not the effect of a larger basis or of the missing $\sigma$ electrons. The simple estimate is 0.370 eV higher, or 38% of the correlated gap. Relative to the UHF triplet and the estimated singlet, full configuration interaction lowers the triplet by 0.0387 hartree and the singlet by 0.0523 hartree. The difference, 0.0136 hartree, accounts for the 0.370 eV. In this model the missing correlation matters more than the spin-projection error.

## (h) What does this mean for oxygen near a surface?

**Find how the choice of molecular reference changes an adsorption energy. Then find the lowest singlet when a surface splits the two $\pi^*$ levels.**

Return to the common core and orbitals of parts (a) to (e); separate relaxation changes the energy differences slightly, as part (f) showed. Define the adsorption energy as the energy of the combined system minus those of the clean surface and the free molecule. With the combined system unchanged, replacing the triplet reference by $|B\rangle$ lowers this energy by $E_B-E_T=K$. Replacing it by the open-shell singlet lowers it by $2K$. Binding then appears stronger solely because the reference is higher.

For a simple picture of the approach, let the surface shift the level of $x$ by $-\Delta/2$ and that of $y$ by $+\Delta/2$, with all repulsion integrals unchanged and no charge transfer. The states $|T_1\rangle$ and $|S\rangle$ have one electron in each orbital, so their energies do not move, and $E_S=2E_B-E_T$ still holds. The closed shells shift by $\mp\Delta$. Relative to $E_T$, their matrix is

$$\begin{pmatrix}3K-\Delta&K\\K&3K+\Delta\end{pmatrix},$$

with eigenvalues $3K\pm\sqrt{K^2+\Delta^2}$. At $\Delta=0$ the lower one is $2K$, degenerate with $|S\rangle$. For any $\Delta\ne0$ it lies below $|S\rangle$. With the fixed determinant $|B\rangle$, the formula then still gives the open-shell singlet, but this is no longer the lowest singlet.

Nor is $|B\rangle$ still the lowest determinant. Let the up electron occupy $\cos a\,x+\sin a\,y$ and the down electron $\cos a\,x-\sin a\,y$. With $u=\cos2a$, the energy is $E_T+K+2Ku^2-\Delta u$. For $|\Delta|\le4K$ its minimum lies at $u=\Delta/(4K)$, where the energy is $E_T+K-\Delta^2/(8K)$ and $\langle S^2\rangle=1-\Delta^2/(16K^2)$. Yet $|B\rangle$ remains a stationary point in this fixed-core model, because the reflection $y\to-y$ forbids its coupling to $|xx\rangle$ and $|yy\rangle$. Take $\Delta>0$. Moving the down electron of $|B\rangle$ from $y$ to $x$ changes the energy by $2K-\Delta$. The closed shell $|xx\rangle$ therefore lies below $|B\rangle$ for $\Delta>2K$. A Hartree-Fock iteration that fills the lowest orbitals compares orbital energies instead of total energies. Let $h_x$ and $h_y$ be the shifted levels including the core, and $J_{xx}$ and $J_{xy}$ the Coulomb integrals, with $J_{xx}=J_{xy}+2K$ because $E_{xx}-E_B=2K$ at $\Delta=0$. In $|B\rangle$ the filled down $y$ level is $h_y+J_{xy}$ and the empty down $x$ level is $h_x+J_{xx}+J_{xy}-K$, so the empty level lies $J_{xx}-K-\Delta$ higher. Started from unmixed $x$ and $y$, the iteration can therefore stay at $|B\rangle$ up to $\Delta=J_{xx}-K=J_{xy}+K$, far beyond $2K$ when $J_{xy}\gg K$. One started from mixed orbitals can reach the lower determinant found above. For $\Delta\ne0$, inserting that lower energy in place of $E_B$ in $2E_B-E_T$ no longer gives the open-shell singlet.

The lower eigenvalue reaches the triplet when $K^2+\Delta^2=9K^2$, that is, at $|\Delta|=\sqrt8\,K$. For $K=0.658$ eV this is 1.86 eV. Beyond that splitting, this model favours a paired singlet. When electrons are shared with the surface, the common closed core and the two-electron count are lost, and $\langle S^2\rangle$ of the whole system may include spins on the surface. The projection of part (b) then needs a new justification.

The numerical output below gives the model energies, spin weights and error terms.

## Calculated quantities

```
MODEL
Charge of each centre: 4.0 e
Distance: 2.3 bohr
Gaussian exponent: 2.0 bohr^-2
Gaussian exponent: 0.5 bohr^-2
COMMON ORBITALS
Triplet energy: -13.983797 hartree
Broken-symmetry energy: -13.959616 hartree
Open-shell singlet energy: -13.935435 hartree
Broken-symmetry <S^2>: 1.0000
Exchange integral K_xy: 0.6580 eV
Broken-symmetry minus triplet: 0.6580 eV
Singlet-triplet gap: 1.3160 eV
1Sigma_g+ minus triplet: 2.6320 eV
Complex determinant <S^2>: 1.0000
Complex determinant minus triplet: 1.3160 eV
TILTED ORBITAL
<S^2>: 0.9000
Determinant minus triplet: 0.7896 eV
Gap from simple formula: 1.5792 eV
Gap from weight formula: 1.4356 eV
Gap from spin projection: 1.4356 eV
RELAXED UNRESTRICTED HARTREE-FOCK
Triplet energy: -13.989513 hartree
Broken-symmetry energy: -13.964696 hartree
Estimated singlet energy: -13.939878 hartree
Triplet <S^2>: 2.002031
Broken-symmetry <S^2>: 1.001493
Broken-symmetry minus triplet: 0.6753 eV
Gap from simple formula: 1.3507 eV
Gap from Yamaguchi formula: 1.3513 eV
Projected singlet minus UHF triplet: 1.2976 eV
Weight of S=0: 0.49975127
Weight of S=1: 0.49999997
Weight of S=2: 0.00024873
Weight of S=3: 0.00000003
ERROR OF SIMPLE FORMULA AGAINST PROJECTED SINGLET
Triplet mismatch: 0.0186 eV
Unequal-weight term: 0.0000 eV
Higher-spin term: 0.0345 eV
Total error: 0.0530 eV
FULL CI IN THE SAME BASIS
Triplet energy: -14.028205 hartree
Lowest singlet energy: -13.992175 hartree
Singlet-triplet gap: 0.9804 eV
```
